Peak photon energy of planar-channeled positrons and its γ^(3/2) range

**Definitions and conventions**

A positron of charge +e, mass m and total energy E = γmc² travels almost parallel to a family of crystal planes with spacing d. The z axis lies along the motion, and x is the distance from the mid-plane between two neighbouring planes. The planes repel the positron, so it can oscillate about x = 0. The harmonic model of its potential energy is

U(x) = kx²/2.

The oscillation has amplitude a and angular frequency Ω. The emitted photon has angular frequency ω. SI units are used, with energies quoted in eV. Two dimensionless numbers will recur:

s = γU(a)/(mc²) = γka²/(2mc²),  K = γΩa/c.

The word "peak" needs a definition. Here it means the maximum of dP/dω, the radiated power per unit frequency interval, collected over all emission angles. The regime is γ ≫ 1, classical motion, ħω ≪ E, and many oscillations inside the crystal. The result to be derived is

ħω_peak = 2γ^(3/2) ħ√(k/m) / (1 + s),

for s small enough that the first harmonic dominates. The γ^(3/2) law is its limit s ≪ 1.

**Back-of-envelope argument**

Across the planes the positron responds with inertia γm, so it oscillates at Ω = √(k/(γm)). The radiation is emitted by a source moving at nearly the speed of light, and the forward Doppler effect raises the frequency by about 2γ². Hence

ω ≈ 2γ² √(k/(γm)) = 2γ^(3/2) √(k/m).

Two powers of γ come from the Doppler effect, and the heavier transverse motion takes half a power back.

For a size, take a potential rising by 20 eV over 0.1 nm, so that k = 2 × 20/0.1² = 4000 eV/nm². With ħc = 197 eV nm and mc² = 511 keV,

ħ√(k/m) = ħc √(k/(mc²)) ≈ 197 × √(4000/511000) ≈ 17 eV.

At 1 GeV, γ is about 2000 and 2γ^(3/2) is about 1.8 × 10⁵. The photon energy is therefore about 3 MeV. This argument does not show why the spectrum should peak at the forward frequency, nor when the law fails.

**What the spring constant measures**

At grazing incidence the positron passes many atoms during one transverse oscillation, so it feels the potential averaged over the plane. Let φ be the averaged electrostatic potential and n_e(x) the averaged electron density. Between the planes, away from the nuclei, the charge density is −en_e. Poisson's equation φ″ = −ρ/ε₀ gives φ″ = en_e/ε₀, and with U = eφ

U″(x) = e²n_e(x)/ε₀.

A harmonic potential therefore corresponds to a uniform electron density. In that case √(k/m) = √(e²n_e/(ε₀m)) is the plasma frequency of those electrons. A density that grows towards the planes makes the true potential stiffer than a parabola matched at the centre.

**Transverse and longitudinal motion**

The force has no z component, so p_z is conserved. The sum γmc² + U is conserved too, so γ changes by at most U(a)/(mc²). This is a few times 10⁻⁵ for a potential of order 10 eV, and γ may be held constant. Then p_x = γm dx/dt, and dp_x/dt = −kx becomes

d²x/dt² = −(k/(γm)) x,  Ω = √(k/(γm)).

Choose the time origin so that x = a sin Ωt. The transverse momentum in units of mc is

p = p_x/(mc) = (γ/c) dx/dt = K cos Ωt.

Substituting Ω² = k/(γm) into K² gives

K² = γ²a²k/(γmc²) = γka²/(mc²) = 2s,

so the time average is ⟨p²⟩ = K²/2 = s.

The oscillation also slows the forward motion. The total speed satisfies v²/c² = 1 − 1/γ², and v_x/c = p/γ. Expanding the square root,

v_z/c = √(1 − 1/γ² − p²/γ²) ≈ 1 − (1 + p²)/(2γ²),

1 − ⟨v_z⟩/c = (1 + s)/(2γ²).

**Frequencies seen by an observer**

Let T = 2π/Ω. In one period the positron advances ⟨v_z⟩T towards an observer at a small angle θ. Equivalent points of successive periods are therefore received at intervals TD, where

D = 1 − (⟨v_z⟩/c) cos θ ≈ (1 + s)/(2γ²) + θ²/2.

The received signal is periodic and contains the harmonics

ω_n = nΩ/D = 2γ²nΩ/(1 + s + γ²θ²).

The highest frequency of the first harmonic occurs at θ = 0:

ω₁ = 2γ²Ω/(1 + s) = 2γ^(3/2) √(k/m)/(1 + s).

This is the edge of the first harmonic. It remains to show that the angle-integrated power is largest there.

**Why the edge is the peak**

The starting point is the Liénard–Wiechert radiation integral. The energy W emitted per unit solid angle o and per unit positive frequency is

d²W/(dω do) = [e²ω²/(16π³ε₀c)] |∫ **n**×(**n**×**β**) e^(iω(t − **n**·**r**/c)) dt|²,

where **β** is the velocity divided by c and **n** points to the observer. Write the direction as **ψ** = γ**θ**, with components ψ cos φ and ψ sin φ; here φ is the azimuth measured from the x axis. At small angles the transverse part of the double product is (**ψ** − **p**)/γ, where **p** = (p, 0).

Over N periods the integral is TA times a sum of N phase factors, where A is the integrand averaged over one period. For large N the squared modulus of that sum becomes 2πN Σ_n δ(ωTD − 2πn). Because dD = θ dθ, the solid angle is do = θ dθ dφ = dD dφ. Integrating the delta function over D gives a factor 1/(ωT). Dividing by the total time NT,

dP_n/dω = [e²ω²/(16π³ε₀c)] × T² × 2πN × [1/(ωT)] × [1/(NT)] ∫|A_n|² dφ
 = [e²ω/(8π²ε₀c)] ∫|A_n|² dφ.

The phase follows from

1 − **n**·**β** = (1 + p² + ψ² − 2pψ cos φ)/(2γ²).

Now let s ≪ 1 and keep the first order in K for n = 1, so that p² is dropped. Define τ = Ωt and ξ = ω/(2γ²Ω), which equals ω/ω₁ in this limit. The harmonic condition is ξ(1 + ψ²) = 1, or ξψ² = 1 − ξ. Since ∫p dτ = K sin τ, the phase is

τ − 2ξψK cos φ sin τ.

Two averages over a period are needed: ⟨cos τ e^(iτ)⟩ = 1/2 and ⟨sin τ e^(iτ)⟩ = i/2. They give

⟨p e^(i phase)⟩ ≈ K/2,
⟨e^(i phase)⟩ ≈ −2iξψK cos φ × (i/2) = ξψK cos φ.

Apart from an overall sign, the components of the amplitude are

γA_x = K/2 − ψ cos φ × ξψK cos φ = K[1/2 − (1 − ξ)cos²φ],
γA_y = −ψ sin φ × ξψK cos φ = −K(1 − ξ) sin φ cos φ.

In the sum of squares, the terms of second order in (1 − ξ) combine through cos²φ + sin²φ = 1:

γ²|A|² = K²[1/4 − (1 − ξ)cos²φ + (1 − ξ)²cos²φ]
 = K²[1/4 − ξ(1 − ξ)cos²φ].

The integral over φ is K²[π/2 − πξ(1 − ξ)] = (πK²/2)(1 − 2ξ + 2ξ²). Inserting ω = 2γ²Ωξ,

dP/dω = [e²K²Ω/(8πε₀c)] ξ(1 − 2ξ + 2ξ²).

The integral of ξ − 2ξ² + 2ξ³ from 0 to 1 is 1/2 − 2/3 + 1/2 = 1/3. The total power is thus

P = 2γ²Ω × [e²K²Ω/(8πε₀c)] × 1/3 = e²γ²K²Ω²/(12πε₀c).

This agrees with Liénard's formula for a transverse force F, P = e²γ²⟨F²⟩/(6πε₀m²c³), because F = −mcKΩ sin τ and so ⟨F²⟩ = m²c²K²Ω²/2. The spectrum can be written as

dP/dω = (3P/ω₁) ξ(1 − 2ξ + 2ξ²),  0 < ξ < 1.

Its slope is proportional to

1 − 4ξ + 6ξ² = 6(ξ − 1/3)² + 1/3 > 0.

The power spectrum rises all the way to ξ = 1 and then drops, so its peak is the edge. The definition of "peak" matters: dividing by ħω gives the photon-number spectrum, proportional to 1 − 2ξ + 2ξ², which is equally high at ξ = 0 and ξ = 1.

**Where the γ^(3/2) law ends**

In a beam parallel to the planes, a positron entering at x₀ starts with no transverse velocity and has amplitude |x₀|. It is therefore natural to vary γ at fixed a and k. Then s is proportional to γ, and

d ln ω₁/d ln γ = 3/2 − s/(1 + s).

The exponent is close to 3/2 for s ≪ 1, equals 1 at s = 1, and tends to 1/2 for s ≫ 1. The crossover lies at γ = mc²/U(a).

For large enough s the edge is no longer the peak. The direction of motion then swings through angles of order K/γ, much wider than the radiation cone of width 1/γ. An observer near the plane of the orbit sees a flash emitted during a time of about 1/(KΩ), which is received compressed by about 2γ². The typical frequency is of order 2γ²KΩ, larger than ω₁ by a factor of order K³. As K grows as γ^(1/2) and Ω falls as γ^(−1/2), this frequency grows as γ². At sufficiently large s the peak therefore lies above the 3/2 law, while the first-harmonic edge lies below it. This argument gives orders of magnitude only, and the change comes late. For a single amplitude in the parabola, the first-harmonic edge remains the highest point of the angle-integrated spectrum while s is only a few, so the peak first falls below the law by the full factor 1 + s, a factor of 4 at s = 3. At s = 7 the third-harmonic edge is already about 5% higher than the first. Beyond that the maximum is broad and flat: at s = 10 it spreads over roughly 0.3 to 0.8 of the γ^(3/2) value, and at s = 30 over roughly 1.0 to 1.7 times that value. In the silicon example below, s = 10 at the largest amplitude means about 200 GeV. There the first-harmonic edge carries 0.4% of the positron energy, but photons near the γ^(3/2) value carry about 4% and recoil begins to matter.

**Silicon (110): the potential**

The potential is built from free silicon atoms placed on the lattice. Their electron density comes from a restricted open-shell Hartree–Fock calculation in the def2-TZVP basis and is averaged over directions. Let f(g) be its Fourier transform, normalized to f(0) = 14, and Z = 14. The lattice parameter L = 0.5431 nm gives d = L/√8 = 0.1920 nm and N_a = 8/L³ atoms per volume. Solving Poisson's equation for each Fourier component g_n = 2πn/d gives

U(x) = Σ_n (−1)ⁿ C_n [cos(g_n x) − 1],
C_n = 2e²N_a [Z − f(g_n)] exp(−g_n²u²/2)/(ε₀g_n²).

The sign (−1)ⁿ appears because the planes lie at x = ±d/2. The exponential averages over thermal motion, with a one-dimensional rms displacement u = 0.0075 nm, a rough room-temperature value. Forty terms are summed.

The potential rises by 21.3 eV from mid-plane to plane. Positrons that approach a plane more closely than 2.5u meet vibrating nuclei and are treated as lost. The largest amplitude kept is

x_c = 0.0960 − 2.5 × 0.0075 = 0.0773 nm,

where U(x_c) = 13.2 eV. The parabola is chosen to pass through this point:

k = 2U(x_c)/x_c² = 4431 eV/nm².

The true curvature at the centre is smaller, 3554 eV/nm². Summing the atomic densities in real space gives 196 electrons per nm³ at the mid-plane, and e²n_e/ε₀ then yields the same 3554 eV/nm². The plasma energy there is 16.5 eV, against ħ√(k/m) = 18.4 eV for the chosen parabola.

**The value at 1 GeV**

For E = 1 GeV, γ = 1957 and 2γ^(3/2) = 1.73 × 10⁵. The pure power law gives

ħω = 1.73 × 10⁵ × 18.37 eV = 3.18 MeV.

At the largest amplitude s = 1957 × 13.22 eV/(511 keV) = 0.051, so

ħω_peak = 3.18 MeV/1.051 = 3.03 MeV = 4.85 × 10⁻¹³ J.

Numerical integration of the full relativistic equations of motion in this parabola also gives an edge of 3.03 MeV. The radiation integral, evaluated at this finite s with four harmonics, has its maximum at the same energy. The local exponent from the integrated motion is 1.45 at amplitude x_c and 1.50 at one hundredth of it, as the formula predicts. The crossover s = 1 for amplitude x_c lies near 20 GeV. At γ = 10⁶ the exponent of the edge has fallen to 0.54; this is a check of the kinematics, not a prediction of the peak.

**Comparison with the anharmonic channel**

In the computed potential the frequency depends on amplitude. Finding the period by quadrature gives these first-harmonic edges at 1 GeV:

a = 0.1 x_c: 2.85 MeV
a = 0.5 x_c: 2.87 MeV
a = 0.8 x_c: 2.99 MeV
a = x_c: 3.26 MeV

The first value is the central plasma energy multiplied by 2γ^(3/2). The last exceeds the 3.03 MeV of the parabola, although both potentials agree at x_c. A quartic term shows why. For U = k₀x²/2 + bx⁴/4, the parabola through x = a has k = k₀ + ba²/2. The oscillation, however, responds to the part of the force that varies as sin Ωt. Since sin³τ = (3 sin τ − sin 3τ)/4, its effective constant is k₀ + 3ba²/4. The parabola therefore underestimates the frequency at full amplitude. The quartic gives the sign but not the full size. Matched to the central curvature and to U(x_c), it yields 3.17 MeV at x_c and 2.94 MeV at 0.5 x_c, against 3.26 and 2.87 MeV, so higher powers of x matter.

For a parallel beam filling |x| < x_c uniformly, the spectra of 100 amplitudes were added, with three harmonics each. The sum was smoothed by a five-point running mean on a grid of step 0.03 MeV. Its maximum lies at 2.80 MeV, 8% below the harmonic estimate of 3.03 MeV and slightly below all four edges listed.

This position can be understood from the edges. Amplitudes up to 0.5 x_c end between 2.85 and 2.87 MeV. In the harmonic approximation power grows as a², so they carry about (0.5)³ = 1/8 of the total. Losing them outweighs the further rise of the other spectra, which is about 2% over that interval. The unsmoothed maximum therefore lies at 2.85 MeV. The running mean, which reaches 0.06 MeV to each side, moves it down to the value found; shifting the grid by a fraction of a step moves the smoothed value between 2.78 and 2.81 MeV.

At 0.5 GeV the same calculation gives 0.99 MeV, and the two energies yield an exponent of 1.5. The grid was scaled with γ^(3/2), and one grid step changes the exponent by about 0.02. Smaller departures from 3/2 are not resolved.

**How far the model reaches in a real crystal**

Consider a silicon crystal 50 µm thick. Replacing the parabola by the computed potential moves the peak by about 6%, from 3.03 MeV to the estimated 2.85 MeV; the 8% found above also includes the effect of the smoothing. The other effects, for the same positron, are as follows.

- **Charge distribution.** Free atoms omit bonding, and Hartree–Fock omits electron correlation. Spreading the valence electrons uniformly, a deliberately crude alternative, changes the harmonic peak from 3.03 to 3.04 MeV at fixed x_c. The small-amplitude edge, which sets the beam peak, is more sensitive: it moves from 2.85 to 2.88 MeV. Uniform valence electrons are not an upper limit, because half of the bonds have their midpoints on the mid-plane. A self-consistent LDA density of the bonded crystal, with a simple local pseudopotential, raises the mid-plane density from 196 to about 209 per nm³, the small-amplitude edge to about 2.94 MeV and the harmonic peak to 3.06 MeV. The free-atom edge is thus uncertain by about 3%. A PBE density for the free atom lowers the central curvature from 3554 to about 3530 eV/nm² and that edge to 2.84 MeV, while a larger Hartree–Fock basis changes the curvatures only in the last digit.
- **Temperature.** Raising u by 20% at fixed x_c raises the harmonic peak by 0.4%; if x_c moves with u, the peak falls by 0.8% instead. The cutoff 2.5u is itself a choice: 2u and 3u give 3.07 and 2.99 MeV.
- **Quantum effects.** The photon carries 0.3% of the positron energy, which sets the size of the recoil correction. With ħΩ = 0.415 eV there are about 32 levels below U(x_c), so classical motion is reasonable for the larger amplitudes. The smallest are not classical, since U(0.1 x_c) = 0.11 eV lies below the zero-point energy of 0.19 eV, but transitions between the lowest levels give the same 2.85 to 2.86 MeV.
- **Polarization of the crystal.** A refractive index 1 − ω_p²/(2ω²) adds ω_p²/(2ω²) to D. Relative to 1/(2γ²) this is (γω_p/ω)² = 4 × 10⁻⁴, taking the mean density of all electrons for ω_p.
- **Finite thickness.** One oscillation takes about 3.0 µm, so the crystal holds about 17. The edge is blurred by roughly 1/17, or 6%. Since the spectrum rises up to the edge and then drops, this blurring can also lower the position of the maximum; that shift was not computed.
- **Radiative loss.** The loss to channeling radiation, averaged over amplitudes below x_c, is 12.5 keV per positron. Bremsstrahlung is not included; on the electrons it is roughly of the same size for channeled positrons, and in unaligned silicon of this thickness it amounts to about 0.5 MeV. In the dipole spectrum the mean photon energy is half the edge, about 1.5 MeV, so fewer than one positron in a hundred radiates such a photon.
- **Scattering by electrons.** A leading-logarithm estimate with the mid-plane density gives a gain of about 0.65 eV in transverse energy. This is small beside 13.2 eV but equal to U at 0.25 x_c; those small amplitudes change, although their edges hardly depend on amplitude. The density is higher near the planes, so large amplitudes are heated faster, and near x_c scattering by the vibrating nuclei adds to it. The gain grows in proportion to thickness. Positrons starting at 0.9 x_c and 0.8 x_c reach x_c after roughly 130 and 300 µm, and amplitudes above 0.8 x_c carry nearly 60% of the power in the computed potential, so the fixed-amplitude picture fails beyond one or two hundred micrometres.

The beam must also be well aligned. A positron crossing the mid-plane at angle θ has transverse energy Eθ²/2, and it stays within x_c if θ < √(2U(x_c)/E) = 0.16 mrad. A divergence comparable with this angle changes the distribution of amplitudes and loses part of the beam; that case was not computed. For a parallel beam, the unsmoothed peak of 2.85 MeV lies 10% below the pure γ^(3/2) value and 6% below the value with the factor 1 + s, before the blurring by finite thickness is included; these figures hold for the free-atom density, and bonding can raise the small-amplitude edge that sets the peak by about 3%.
